# Matsubara Sums by Contour Integration and the Choice of Convergence Factor

## The physical question

A fermion level in contact with a bath at temperature $T$ is occupied with some probability. If a calculation supplies its Green's function at discrete imaginary frequencies instead of the occupation itself, the frequencies must be summed. The terms fall off only as the inverse frequency, and the sum then depends on how its high-frequency end is treated. One treatment gives the occupation, another gives minus the probability that the level is empty.

Hartree atomic units are used, with $\hbar=1$ and $\beta=1/(k_BT)$. Energies are measured from the chemical potential. For one level, $H=\varepsilon c^\dagger c$ with real $\varepsilon$, and the mean occupation is

$$f(\varepsilon)=\frac{e^{-\beta\varepsilon}}{1+e^{-\beta\varepsilon}}=\frac{1}{e^{\beta\varepsilon}+1}.$$

Let $c(s)=e^{Hs}ce^{-Hs}$. Since $[H,c]=-\varepsilon c$, we have $c(s)=e^{-\varepsilon s}c$. The imaginary-time Green's function $G(s)=-\langle T\,c(s)c^\dagger(0)\rangle$, where ordering exchanges fermion operators with a minus sign, is therefore

$$G(s)=\begin{cases}-[1-f(\varepsilon)]\,e^{-\varepsilon s}, & 0<s<\beta,\\ f(\varepsilon)\,e^{-\varepsilon s}, & -\beta<s<0.\end{cases}$$

It changes sign under a shift by $\beta$, so its frequencies are $\omega_n=(2n+1)\pi/\beta$, with $e^{i\omega_n\beta}=-1$. Its Fourier coefficients are

$$G(i\omega_n)=\int_0^\beta ds\,e^{i\omega_ns}G(s)
=-(1-f)\frac{-e^{-\beta\varepsilon}-1}{i\omega_n-\varepsilon}
=\frac{1}{i\omega_n-\varepsilon},$$

because $1-f=1/(1+e^{-\beta\varepsilon})$. The inverse transform is $G(s)=\beta^{-1}\sum_n e^{-i\omega_ns}G(i\omega_n)$. With $\tau=-s$, the sum to be evaluated is

$$S(\tau)=\frac1\beta\sum_n\frac{e^{i\omega_n\tau}}{i\omega_n-\varepsilon}=G(-\tau).$$

A factor $e^{i\omega_n0^+}$ means $\tau\to0^+$, hence $s\to0^-$, and should give $\langle c^\dagger c\rangle=f$. The factor $e^{-i\omega_n0^+}$ means $s\to0^+$ and should give $-\langle cc^\dagger\rangle=f-1$. The contour calculation below obtains both values from the sum itself. It also applies to summands for which no operator expression is at hand.

## From the sum to a contour integral

Continue the Fermi function to complex $z$. Its denominator vanishes where $e^{\beta z}=-1$, that is, at $z=i\omega_n$. Put $z=i\omega_n+\delta$. Then $e^{\beta z}+1=1-e^{\beta\delta}\approx-\beta\delta$, so each pole has residue $-1/\beta$.

Take the counterclockwise circle $|z|=R_N=2\pi N/\beta$, with $R_N>|\varepsilon|$. It passes midway between neighbouring poles of $f$ and encloses the $2N$ frequencies with $n=-N,\dots,N-1$. Let $S_N(\tau)$ be the sum over these frequencies. The integrand below has one further pole inside, at $z=\varepsilon$, so the residue theorem gives

$$I_N\equiv\oint\frac{dz}{2\pi i}\,\frac{f(z)e^{z\tau}}{z-\varepsilon}
=f(\varepsilon)e^{\varepsilon\tau}-S_N(\tau).\tag{1}$$

This holds at finite $N$ for any real $\tau$. What remains is the behaviour of $I_N$ as the circle grows.

### Positive $\tau$

Let $0<\tau<\beta$ and $x=\mathrm{Re}\,z$. On the two halves of the circle,

$$|f(z)e^{z\tau}|=\begin{cases}\dfrac{e^{-(\beta-\tau)x}}{|1+e^{-\beta z}|}, & x\ge0,\\[2mm] \dfrac{e^{-\tau|x|}}{|1+e^{\beta z}|}, & x<0.\end{cases}$$

The Fermi function supplies the decay on the right and the exponential supplies it on the left. The denominators must also stay away from zero. Both have the form $|1+e^{-u\pm iv}|$ with $u=\beta|x|$, $v=\beta|\mathrm{Im}\,z|$ and $u^2+v^2=(2\pi N)^2$.

- If $u\ge1$, the modulus is at least $1-e^{-1}$.
- If $u<1$, then $2\pi N-v=u^2/(2\pi N+v)<1/(2\pi)$. Hence $\cos v>0$, and the modulus exceeds 1.

With $C=1/(1-e^{-1})$ and $a=\min(\tau,\beta-\tau)$, it follows that $|f(z)e^{z\tau}|\le Ce^{-a|x|}$. Using $|dz|=R_N\,d\theta$ and $|z-\varepsilon|\ge R_N-|\varepsilon|$,

$$|I_N|\le\frac{CR_N}{2\pi(R_N-|\varepsilon|)}\int_0^{2\pi}d\theta\,e^{-aR_N|\cos\theta|}.$$

The angular integral equals four times $\int_0^{\pi/2}d\phi\,e^{-aR_N\sin\phi}$. On this interval $\sin\phi\ge2\phi/\pi$, so it is at most $4\cdot\pi/(2aR_N)=2\pi/(aR_N)$. Therefore

$$|I_N|\le\frac{C}{a(R_N-|\varepsilon|)}\longrightarrow0,
\qquad S(\tau)=f(\varepsilon)e^{\varepsilon\tau}\quad(0<\tau<\beta).\tag{2}$$

### Negative $\tau$

For $\tau<0$ the product $f(z)e^{z\tau}$ grows on the left, where $f\to1$. Subtracting 1 removes this growth and leaves the poles and residues at $i\omega_n$ unchanged:

$$f(z)-1=-\frac{1}{1+e^{-\beta z}}=-f(-z).$$

Thus $|[f(z)-1]e^{z\tau}|=|f(-z)e^{(-z)|\tau|}|$. The circle is symmetric under $z\to-z$, so the previous bound applies with $\tau$ replaced by $|\tau|$. Equation (1) with $f-1$ in place of $f$ gives

$$S(\tau)=[f(\varepsilon)-1]e^{\varepsilon\tau}\quad(-\beta<\tau<0).\tag{3}$$

Letting $\tau\to0$ from either side yields the selection rule

$$\boxed{\frac1\beta\sum_n\frac{e^{+i\omega_n0^+}}{i\omega_n-\varepsilon}=f(\varepsilon),\qquad
\frac1\beta\sum_n\frac{e^{-i\omega_n0^+}}{i\omega_n-\varepsilon}=f(\varepsilon)-1.}$$

The two values differ by $\langle c^\dagger c+cc^\dagger\rangle=1$, the anticommutator.

### What an unsuitable weight does

Suppose $f$ is kept for $-\beta<\tau<0$. Write $f=(f-1)+1$. The first part gives a vanishing circle integral, while the second gives

$$\oint\frac{dz}{2\pi i}\frac{e^{z\tau}}{z-\varepsilon}=e^{\varepsilon\tau}.$$

So $I_N\to e^{\varepsilon\tau}$. Dropping the circle would replace $f-1$ by $f$, an error of one whole particle as $\tau\to0^-$.

At $\tau=0$ the weight $f$ tends to 1 on the left half of the circle and to 0 on the right half. It is bounded by $C$, so the limit may be taken inside the angular integral. The left half contributes $\pi/(2\pi)=1/2$, and

$$\lim_{N\to\infty}S_N(0)=f(\varepsilon)-\tfrac12.\tag{4}$$

A symmetric sum without a factor therefore gives the mean of the two one-sided limits.

## Numerical example

Take a model level with $\varepsilon=0.02$ hartree (0.544 eV) and $k_BT=0.01$ hartree (about 3158 K). Then $\beta=100$ hartree$^{-1}$, $\beta\varepsilon=2$, and

$$f=\frac1{e^2+1}=0.1192,\qquad f-1=-0.8808,\qquad f-\tfrac12=-0.3808.$$

Circle integrals computed with the trapezoidal rule in the angle show the three kinds of behaviour:

| Weight | $\tau/\beta$ | $N$ | Integral | Limit |
|---|---:|---:|---:|---:|
| $f$ | 0.1 | 20 | 0.0254 | 0 |
| $f$ | 0.1 | 200 | 0.0026 | 0 |
| $f-1$ | −0.1 | 200 | −0.0026 | 0 |
| $f$ | 0 | 200 | 0.4995 | 0.5 |
| $f$ | −0.1 | 20 | 0.7932 | 0.8187 |

The last limit is $e^{\varepsilon\tau}=e^{-0.2}$.

Direct addition of two million terms ($N=10^6$) gives:

| $\tau/\beta$ | Direct sum | Equation (2) or (3) |
|---:|---:|---:|
| 0.1 | 0.14559 | 0.14559 |
| 0.001 | 0.11939 | 0.11944 |
| −0.001 | −0.87899 | −0.87904 |
| −0.1 | −0.72114 | −0.72114 |

Two errors must be kept apart. At $\tau=0.001\beta$, formula (2) differs from $f$ by $0.11944-0.11920=0.00024$, because $\tau$ is finite. The direct sum differs from formula (2) by about $0.00005$, because the sum is truncated.

## Order of limits and cutoff

The symbol $0^+$ requires the frequency sum to be completed before $\tau\to0$. At fixed $N$, setting $\tau=0$ makes every factor equal to 1 and erases the distinction. To see how the sides separate, pair $\omega_n$ with $-\omega_n$. Since $1/(i\omega-\varepsilon)=-(\varepsilon+i\omega)/(\omega^2+\varepsilon^2)$,

$$S_N(\tau)=\frac2\beta\sum_{n=0}^{N-1}
\frac{\omega_n\sin\omega_n\tau-\varepsilon\cos\omega_n\tau}{\omega_n^2+\varepsilon^2}.\tag{5}$$

Let $N$ be large, with $2\pi N/\beta\gg|\varepsilon|$, and let both $|\tau|/\beta$ and $|\varepsilon\tau|$ be small. The cosine part has a summable weight, so $\cos\omega_n\tau$ may be replaced by 1, and by (4) this part tends to $f-1/2$. In the sine part, replacing $\omega/(\omega^2+\varepsilon^2)$ by $1/\omega$ changes each weight by $\varepsilon^2/[\omega(\omega^2+\varepsilon^2)]$. As $|\sin\omega\tau|\le\omega|\tau|$, the total change is at most $|\varepsilon\tau|\,|f-\tfrac12|<|\varepsilon\tau|/2$, by (4) and (5), and is negligible. The frequency spacing is $2\pi/\beta$, so the remaining sum becomes an integral:

$$\frac2\beta\sum_{n=0}^{N-1}\frac{\sin\omega_n\tau}{\omega_n}
\approx\frac1\pi\int_0^{2\pi N/\beta}d\omega\,\frac{\sin\omega\tau}{\omega}.$$

With $\mathrm{Si}(y)=\int_0^y dt\,\sin t/t$,

$$S_N(\tau)\approx f(\varepsilon)-\tfrac12+\frac1\pi\,\mathrm{Si}\!\left(\frac{2\pi N\tau}{\beta}\right).\tag{6}$$

Since $\mathrm{Si}(\pm\infty)=\pm\pi/2$, a complete sum gives $f$ or $f-1$. The choice is made by frequencies of order $1/|\tau|$, however small $\tau$ is. For $|\tau|=10^{-4}\beta$, direct sums give:

| $N$ | $2\pi N\lvert\tau\rvert/\beta$ | $\tau>0$ | $\tau<0$ |
|---:|---:|---:|---:|
| 100 | $0.02\pi$ | −0.360 | −0.400 |
| 5000 | $\pi$ | 0.209 | −0.970 |
| 10000 | $2\pi$ | 0.071 | −0.832 |
| 1000000 | $200\pi$ | 0.119 | −0.880 |

At $N=100$ both columns are still near $-0.381$. At $N=5000$ they overshoot, because $\mathrm{Si}$ has its first maximum at $\pi$, where $\sin t/t$ changes sign. By (6), raising $N$ while holding $N\tau$ fixed does not remove the overshoot.

### Truncation error

Let $\alpha=\pi\tau/\beta$, so that $\omega_n\tau=(2n+1)\alpha$. Multiplying by $2\sin\alpha$ makes the sine sum telescope:

$$\sum_{n=N}^{M}\sin[(2n+1)\alpha]
=\frac{\cos(2N\alpha)-\cos[2(M+1)\alpha]}{2\sin\alpha}.$$

Its modulus is at most $1/|\sin\alpha|$. For $\omega>|\varepsilon|$ the weight $\omega/(\omega^2+\varepsilon^2)$ decreases with $\omega$, and at $n=N$ it is below $\beta/(2\pi N)$. Summation by parts then bounds the omitted sine terms by the first weight times the bound on the sine sums. For the omitted cosine terms, $1/\omega^2$ is convex, so its midpoint sum lies below the corresponding integral. Together, for $\omega_N>|\varepsilon|$,

$$|S(\tau)-S_N(\tau)|\le\frac{1}{\pi N|\sin(\pi\tau/\beta)|}
+\frac{\beta|\varepsilon|}{2\pi^2N}.\tag{7}$$

The first term grows as $\tau\to0$, which makes a small numerical $\tau$ an expensive substitute for $0^+$.

### A form for implementation

The limit can be taken analytically instead. By (4), the occupation is the symmetric sum plus one half:

$$f(\varepsilon)=\frac12+\lim_{N\to\infty}\frac2\beta\sum_{n=0}^{N-1}\mathrm{Re}\,G(i\omega_n).\tag{8}$$

For the opposite factor, replace $+1/2$ by $-1/2$. The sine terms are absent, so the truncation error is bounded by the second term of (7).

In the example with $N=200$, the circle integral at $\tau=0$ is 0.49949. Equation (1) gives $S_{200}(0)=0.11920-0.49949=-0.38029$, and adding one half gives 0.11971. The absolute difference from $f=0.11920$ is $0.0005$, in line with the bound $2/(2\pi^2\cdot200)=0.0005$. This uses 400 frequencies, or 200 evaluations of $G$ after pairing. So small a number suffices only because $\beta\varepsilon=2$ here. The error stays close to $\beta|\varepsilon|/(2\pi^2N)$, so it falls only as $1/N$ and grows with $\beta|\varepsilon|$. At 300 K ($\beta\approx1053$ hartree$^{-1}$) and $N=200$, (8) gives 0.053 instead of 0.000 for $\varepsilon=0.2$ hartree and 0.874 instead of 1.000 for $\varepsilon=-0.5$ hartree.

For the full complex sum at $\tau=0$ to tend to $f-\tfrac12$, the ratio of the numbers of positive and negative frequencies must tend to 1. A symmetric cutoff ensures this. If the positive side extends to $N'$ terms and the negative side to $N$, the unmatched terms add approximately

$$\frac1\beta\sum_{n=N}^{N'-1}\frac1{i\omega_n}\approx\frac1{2\pi i}\ln\frac{N'}N,$$

which does not vanish if $N'/N$ is held at a value other than 1. This term is imaginary. The real parts of the unmatched terms, $-\varepsilon/(\omega_n^2+\varepsilon^2)$, are summable, so the real part of the sum still tends to $f-1/2$.

## Bosons

For bosons the frequencies are $\nu_n=2\pi n/\beta$ and the weight is $n_B(z)=1/(e^{\beta z}-1)$. Near $z=i\nu_n+\delta$ its denominator is $\beta\delta$, so the residue is $+1/\beta$. Let $S^B_N$ be the sum of $\beta^{-1}e^{i\nu_n\tau}/(i\nu_n-\varepsilon)$ over $|n|\le N$. On the circle of radius $(2N+1)\pi/\beta$, taken larger than $|\varepsilon|$,

$$\oint\frac{dz}{2\pi i}\frac{n_B(z)e^{z\tau}}{z-\varepsilon}
=n_B(\varepsilon)e^{\varepsilon\tau}+S^B_N(\tau),\qquad\varepsilon\ne0.$$

The denominators in the bound are now $|1-e^{-u\pm iv}|$. For $u<1$, $v$ lies close to an odd multiple of $\pi$, so $\cos v<0$ and the modulus again exceeds 1. For $u\ge1$ the earlier bound holds. The integral vanishes for $0<\tau<\beta$. For $-\beta<\tau<0$ the suitable weight is $1+n_B(z)=-n_B(-z)$. Hence

$$S^B(\tau)=\begin{cases}-n_B(\varepsilon)e^{\varepsilon\tau}, & 0<\tau<\beta,\\ -[1+n_B(\varepsilon)]e^{\varepsilon\tau}, & -\beta<\tau<0.\end{cases}\tag{9}$$

The limits at $\tau=0^\pm$ are $-\langle b^\dagger b\rangle$ and $-\langle bb^\dagger\rangle$ for a mode with $\varepsilon>0$. Their difference is the commutator, 1. For $\beta\varepsilon=2$, $n_B=0.1565$, so the limits are $-0.1565$ and $-1.1565$. At $\varepsilon=0$ the result fails, because the term $\nu_0=0$ is infinite.

## Other summands

Let $h(z)$ have finitely many poles $z_j$, none at a fermion frequency, and let $zh(z)\to c$ at large $|z|$. Then $|h|$ is bounded by a constant over $|z|$ on large circles, and the same estimate gives

$$\frac1\beta\sum_nh(i\omega_n)e^{i\omega_n\tau}
=\sum_j\mathop{\mathrm{Res}}_{z=z_j}\left[h(z)f(z)e^{z\tau}\right],\quad0<\tau<\beta,\tag{10}$$

with $f$ replaced by $f-1$ for $-\beta<\tau<0$. As $\tau\to0$ the two sides differ by $\sum_j\mathrm{Res}\,h=c$. The convergence factor thus matters when the summand has a $1/z$ tail, and the size of the jump is the tail coefficient.

**Double pole.** For $h=1/(z-\varepsilon)^2$, $c=0$. The residue is the derivative of $f(z)e^{z\tau}$ at $\varepsilon$, namely $[f'(\varepsilon)+\tau f(\varepsilon)]e^{\varepsilon\tau}$ for $\tau>0$. For $\tau<0$, $f-1$ replaces $f$ in the second term. Both sides tend to

$$f'(\varepsilon)=-\beta f(1-f)=-100\times0.1192\times0.8808=-10.50\ \text{hartree}^{-1}.$$

**Particle-hole sum.** Let $h=1/[(z-a)(z+i\nu_m-b)]$ with real $a,b$ and $i\nu_m+a-b\ne0$. The pole at $a$ contributes $f(a)/(i\nu_m+a-b)$. At $z=b-i\nu_m$ the Fermi function is $f(b-i\nu_m)=f(b)$, since $e^{-i\beta\nu_m}=1$, and the other factor is $1/(b-i\nu_m-a)$. Therefore

$$\frac1\beta\sum_n\frac{1}{(i\omega_n-a)(i\omega_n+i\nu_m-b)}
=\frac{f(a)-f(b)}{i\nu_m+a-b}.\tag{11}$$

In code, $f(b)$ should be used directly, which avoids rounding error in the phase. When $m=0$ and $a=b$, the two poles merge and the double-pole result $f'(a)$ applies.

**Continuous spectrum.** Let $G(z)=\int dx\,A(x)/(z-x)$, with a smooth $A$ of bounded support and $\int dx\,A=1$. The poles have merged into a cut on the real axis, where $G(x\mp i0)$ has imaginary part $\pm\pi A(x)$. A counterclockwise path around the cut runs to the right below it and to the left above it. For $0<\tau<\beta$ this gives

$$S(\tau)=\int\frac{dx}{2\pi i}f(x)e^{x\tau}[G(x-i0)-G(x+i0)]
=\int dx\,A(x)f(x)e^{x\tau}.$$

For $-\beta<\tau<0$, $f$ is replaced by $f-1$. The limits are $\int A f$ and $\int A f-1$: the filling, and minus the empty fraction.
